# Why acceptor doping of hafnia promotes doubly charged oxygen vacancies

## One vacancy, two electrons

Take one oxygen atom out of a hafnia crystal. In the ionic picture the oxygen sat there as O\(^{2-}\), but it leaves as a neutral atom, so two electrons stay behind. If the vacancy does not hold them, it carries charge \(+2\), and both electrons go to the rest of the solid, where the energy for adding an electron is the Fermi level \(E_F\).

Suppose the removal costs \(-3.0\) eV when the two electrons are placed at the valence band edge, which is the zero of \(E_F\) throughout. With the Fermi level at 2.23 eV the full cost is \(-3.0+2(2.23)=1.46\) eV. With the Fermi level at 1.73 eV it is \(-3.0+2(1.73)=0.46\) eV. The atom, the site and the oxygen gas are the same in both cases. Each of the two electrons has found a place 0.5 eV lower, and the vacancy is 1.0 eV cheaper.

Acceptors provide such low places. A trivalent ion such as Al on a Hf site has one valence electron too few and takes one from the solid. With nothing else to balance its negative charge, it leaves a hole in the valence band and the Fermi level falls. Vacancies then become cheap, and their electrons fill the holes. This is compensation, and it also stops the fall of the Fermi level. Doping therefore does not lower \(E_F\) by a set 0.5 eV; the size of the fall has to be calculated.

## The slope of the formation energy

Let \(G_q\) be the free energy of a crystal with one vacancy of charge \(q\), without the entropy of choosing its site, and \(G_{\rm p}\) that of the perfect crystal. The removed atom goes to an oxygen reservoir at energy \(\tfrac12E_{{\rm O}_2}+\mu_{\rm O}\), where \(\mu_{\rm O}\) is measured from half an O\(_2\) molecule and is more negative under reducing conditions. The \(q\) released electrons go to an electron reservoir at \(E_v+E_F\), where \(E_v\) is the valence band edge. Adding the parts gives

\[
E_f(q)=G_q-G_{\rm p}+\tfrac12E_{{\rm O}_2}+\mu_{\rm O}+q(E_v+E_F).
\]

The terms that depend on neither \(\mu_{\rm O}\) nor \(E_F\) are collected in \(E_q=G_q-G_{\rm p}+\tfrac12E_{{\rm O}_2}+qE_v\), so that

\[
E_f(q)=E_q+\mu_{\rm O}+qE_F,\qquad \left(\frac{\partial E_f}{\partial E_F}\right)_{\mu_{\rm O},\,q}=q .
\]

The sign is positive because a positive vacancy gives electrons away. For \(q=2\), \(\Delta E_F=-0.5\) eV gives \(\Delta E_f=-1.0\) eV.

The term \(2E_F\) is a property of a large electron reservoir. Let \(F(N)\) be the reservoir's free energy with \(N\) electrons. Expanding about \(N\),

\[
F(N\pm1)=F\pm F'+\tfrac12F''\pm\tfrac16F'''+\dots
\]

and subtracting, the even terms cancel:

\[
F(N+1)-F(N-1)=2F'+\tfrac13F'''+\dots
\]

Here \(F'=E_F\). For a reservoir of size \(M\), \(F\simeq M f(N/M)\) up to a term of order \(\ln M\), so \(F'''\) scales as \(1/M^2\). Two corrections of order \(1/M\) remain. The \(\ln M\) term shifts \(F'\) slightly from the Fermi level, and going from \(N\) to \(N+2\) instead of from \(N-1\) to \(N+1\) adds \(2F''\), about 0.003 eV for the levels below. All of these vanish for a large solid. This was tested on 1200 single-electron levels spread evenly over 2 eV at 873 K, using exact partition functions at fixed electron number. Between fillings of 900 and 600 electrons the Fermi level fell by 0.5001 eV, and the cost of adding two electrons fell by 1.0002 eV.

The factor 2 requires the vacancy to stay doubly charged. The example below uses \(E_2=-0.5\), \(E_1=2.8\) and \(E_0=6.5\) eV. The charges \(2+\) and \(1+\) cost the same at \(E_F=E_1-E_2=3.3\) eV, and \(1+\) and neutral at \(E_F=E_0-E_1=3.7\) eV. Now let \(E_F\) fall from 3.75 to 3.25 eV at \(\mu_{\rm O}=-2.5\) eV. At the start the neutral vacancy is cheapest, at \(6.5-2.5=4.0\) eV. At the end the doubly charged one is, at \(-0.5-2.5+6.5=3.5\) eV. The cheapest vacancy has gained 0.5 eV, not 1.0 eV, because over part of the path it held one or both electrons.

## From energy to number

Let a crystal have \(N_{\rm O}\) oxygen sites and \(v\) doubly charged vacancies. Its free energy, including the oxygen reservoir, is

\[
\Phi(v)=v(E_2+\mu_{\rm O})+F_{\rm el}(N_0+2v)-kT\ln\frac{N_{\rm O}!}{v!\,(N_{\rm O}-v)!}.
\]

\(F_{\rm el}\) is the free energy of the electrons, counted from the band edge, and \(N_0\) is their number before vacancies form. Since \(F_{\rm el}'=E_F\), the second term has derivative \(2E_F\), even though \(E_F\) itself moves as vacancies form. For large numbers \(d\ln v!/dv\simeq\ln v\), so the logarithm has derivative \(-\ln v+\ln(N_{\rm O}-v)\). At the minimum

\[
0=E_2+\mu_{\rm O}+2E_F-kT\ln\frac{N_{\rm O}-v}{v}
\quad\Rightarrow\quad
v=\frac{N_{\rm O}}{1+e^{E_f/kT}} .
\]

From here on, square brackets and \(N_{\rm O}\) denote numbers per volume. When few sites are empty, \([V^{2+}]\simeq N_{\rm O}e^{-E_f/kT}\), and a formation energy lower by 1.0 eV multiplies the density by \(e^{1.0\,{\rm eV}/kT}\). At 873 K, \(kT=0.0752\) eV and the factor is \(5.9\times10^5\).

The Fermi level follows from charge neutrality. With acceptor density \(A\), all acceptors ionised, hole density \(p\) and electron density \(n\),

\[
2[V^{2+}]+[V^{+}]+p=n+A .
\]

In the acceptor-doped films considered below, \(n\) and \([V^+]\) are negligible, though under much stronger reduction \([V^+]\) would count. This leaves \(2[V^{2+}]+p=A\). For dilute holes \(p=N_ve^{-E_F/kT}\), where \(N_v\) is the effective density of valence states. Then \(e^{-2E_F/kT}=(p/N_v)^2\), and

\[
[V^{2+}]=N_{\rm O}\,e^{-(E_2+\mu_{\rm O})/kT}\left(\frac{p}{N_v}\right)^2 .
\]

The square appears because one vacancy consumes two holes. There are two limits:

- If vacancies are costly, holes balance the acceptors, \(p\simeq A\), and the vacancy density grows as \(A^2\).
- If vacancies are cheap, they balance the acceptors, and \([V^{2+}]\simeq A/2\).

The reasoning was tested between these limits, in a box with 20000 oxygen sites, a vacancy energy of 0.40 eV at \(E_F=0\), and 6000 hole levels spread evenly over 1 eV below the band edge, at 873 K. The mean vacancy number was found by summing over every number allowed by neutrality, with exact statistical weights and no Fermi level. For 400 acceptors the sum gave 65.17 vacancies and the Fermi-level formula 65.25; for 1000 acceptors they gave 276.56 and 276.62. Acceptors increased 2.5 times and vacancies 4.2 times, between the linear factor 2.5 and the quadratic factor 6.25.

## How large the effect is in a hafnia film

The example is a film annealed at 873 K under reducing conditions, \(\mu_{\rm O}=-2.5\) eV. The parameters are rough typical values: gap 5.7 eV, relative permittivity 25, electron and hole masses 1 and 2 free-electron masses, \(2.8\times10^{22}\) cations and \(5.6\times10^{22}\) oxygen sites per cm\(^3\). Solving neutrality with all three vacancy charges gives:

| Acceptors per cation | \(E_F\) (eV) | \(E_f(2+)\) (eV) | \([V^{2+}]\) (cm\(^{-3}\)) |
|---|---|---|---|
| 0 | 3.07 | 3.14 | \(4.0\times10^4\) |
| \(10^{-6}\) | 2.07 | 1.14 | \(1.4\times10^{16}\) |
| \(10^{-4}\) | 1.90 | 0.80 | \(1.4\times10^{18}\) |
| \(10^{-2}\) | 1.73 | 0.45 | \(1.4\times10^{20}\) |

The first row is a model reference. It leaves out oxygen interstitials and impurities, and its vacancy density is so small that a trace of either would override it. In the doped rows the vacancy density is half the acceptor density.

**The driving force.** Hold the vacancies at their undoped number and replace 1 % of the cations by acceptors, \(A=2.8\times10^{20}\) cm\(^{-3}\). Holes must then balance the charge, and \(E_F\) falls to \(-0.004\) eV, practically the band edge. The formation energy becomes \(-3.0\) eV, so each vacancy that forms at first releases about 3 eV. Once oxygen can move, vacancies form, holes are filled and \(E_F\) rises by 1.73 eV. The formation energy rises by twice that, 3.46 eV, to \(+0.45\) eV. It ends positive because the many possible sites favour some vacancies even at a cost: \(kT\ln(N_{\rm O}/[V^{2+}]-1)=0.0752\times\ln399=0.45\) eV.

**The limit on the fall.** In the compensated regime, put \([V^{2+}]=A/2\) into the dilute formula:

\[
\frac A2=N_{\rm O}e^{-(E_2+\mu_{\rm O}+2E_F)/kT}.
\]

Taking logarithms and solving for \(E_F\),

\[
E_F=\tfrac12\left[kT\ln\frac{2N_{\rm O}}{A}-E_2-\mu_{\rm O}\right].
\]

For 1 % doping this is \(\tfrac12[0.0752\ln400+0.5+2.5]=1.725\) eV, in agreement with the table. At fixed temperature and oxygen potential, ten times more acceptors lower \(E_F\) by \(\tfrac12kT\ln10=0.087\) eV. A fall of 0.5 eV, ending at 1 % doping, would have to start from \(4.7\times10^{14}\) acceptors per cm\(^3\), a ratio of \(5.91\times10^5\). The dilute formula gives \(5.93\times10^5\); the difference of about 0.25 % is the fraction of oxygen sites already empty at 1 % doping.

## What to do about it

**An oxidising anneal removes compensating vacancies only if holes can take over the charge.** Keep 1 % acceptors, all ionised, and 873 K, and raise \(\mu_{\rm O}\) from \(-2.5\) to 0 eV. This is an extreme bound: oxygen gas near atmospheric pressure reaches only about \(-0.9\) eV at this temperature. The vacancy density changes from \(1.400\times10^{20}\) to \(1.397\times10^{20}\) cm\(^{-3}\), while \(E_F\) falls from 1.73 to 0.48 eV. The lower Fermi level repays the higher cost of releasing oxygen. The small loss of vacancies is due to holes: \(p\simeq3.5\times10^{20}e^{-0.475/0.0752}\simeq6\times10^{17}\) cm\(^{-3}\), and half of this is the missing \(3\times10^{17}\) cm\(^{-3}\). Oxidation does remove vacancies that are not tied to acceptors, such as neutral ones. The insensitivity found here depends on the rough parameters and on the holes being free: it lasts only while \(E_F\) stays several \(kT\) above every level that can hold a hole. At \(\mu_{\rm O}=-0.9\) eV, an acceptor level at 0.8 eV leaves 63 % of the vacancies and one at 1.0 eV leaves 18 % (degeneracy factor 4). A level at 0.5 eV with \(E_2=+0.5\) eV also leaves 18 %, and holes self-trapped 0.5 eV above the band edge on half the oxygen sites leave about 70 %. Whether oxidation works in a real film therefore depends on \(E_2\) and on its hole traps.

**A cooler anneal does not by itself remove them.** In the compensated limit, temperature enters \(E_F\) but not \([V^{2+}]=A/2\), as long as oxygen still reaches equilibrium. If it does not, the vacancies already present simply stay. There are exceptions. A film that began with too few vacancies, and cannot take up more, keeps part of its acceptor charge balanced by holes. And if the acceptors can bind holes, a cool anneal in oxygen gas that still reaches equilibrium can remove some of the vacancies, because fewer acceptors then stay ionised.

**Change the net acceptor charge.** Zr and Si have the same valence as Hf, so on a Hf site they call for no compensation. If the acceptor is needed, ionised single donors of density \(D<A\) change neutrality to \(2[V^{2+}]+D\simeq A\), and the vacancy density drops to \((A-D)/2\). This holds when the donors stay ionised and dissolved on their sites.

**Quote a formation energy with its Fermi level and oxygen potential.** For the 1 % film, the value at the band edge is \(-3.0\) eV and the value at the equilibrium Fermi level is \(+0.45\) eV. The first shows the drive towards compensation; the second gives the density.

## Where the simple result needs correction

**Trapped holes.** A real acceptor may bind its hole. With an assumed acceptor level 0.5 eV above the band edge and an assumed degeneracy factor of 4 for the neutral acceptor, the frozen-vacancy Fermi level is 0.31 eV instead of about zero, and the formation energy is \(-2.4\) eV instead of \(-3.0\) eV. The drive survives. After compensation at \(\mu_{\rm O}=-2.5\) eV a fraction of only \(3\times10^{-7}\) of the acceptors is neutral, so taking them as ionised is sound there. In oxygen gas, at \(\mu_{\rm O}\simeq-0.9\) eV, the fraction is still only about 1 %. At the extreme bound \(\mu_{\rm O}=0\), however, \(E_F\) comes close to the acceptor level: only about a quarter of the acceptors would stay ionised (about half with a degeneracy factor of 1), and the vacancy density would fall in proportion.

**Bound pairs.** A \(2+\) vacancy attracts a negative acceptor. Treating the crystal as a continuum at a distance of 0.22 nm gives a binding energy of 0.52 eV, a rough figure at such a short distance. Let \(a\) be the density of free acceptors, \(f\) that of free vacancies and \(P\) that of pairs, which carry charge \(+1\). Neutrality reads \(2f+P=a\), and the acceptor count is \(A=a+P\). Substituting the first into the second,

\[
A=2f+2P\quad\Rightarrow\quad f+P=\frac A2 .
\]

The total vacancy density is unchanged. With four neighbouring cation sites per vacancy, and at most one acceptor bound to each vacancy, the estimate for 1 % doping puts 96 % of the vacancies in pairs and raises \(E_F\) by 0.12 eV. A pair can also attract a second acceptor and form a neutral triple, so the share in simple pairs may be well below 96 %. Triples leave the total at \(A/2\) as well, since each holds one vacancy and two acceptors. In this continuum estimate, most vacancies sit beside a dopant either way. Forming one there still releases two electrons, so the slope of 2 remains.

**Vibrations.** An assumed extra entropy of \(3k\) per vacancy lowers \(E_f\) by 0.23 eV at fixed \(E_F\). Because the acceptors fix the number of vacancies, the result is a rise of \(E_F\) by 0.11 eV.

**Contacts.** Neutrality applies to the interior of a film. Assume that an electrode holds \(E_F\) at 3.7 eV at the interface, against 1.73 eV inside. With \(\mu_{\rm O}\) held at \(-2.5\) eV throughout, vacancies are then costly near the electrode and leave, and the fixed acceptors form a negative layer. An electrode that takes up oxygen would lower \(\mu_{\rm O}\), which this estimate leaves out. If that layer has uniform charge density \(eA\), the potential energy across it changes by \(\Delta=1.97\) eV over the width

\[
w=\sqrt{\frac{2\varepsilon\Delta}{e^2A}}=4.4\ {\rm nm}.
\]

Here \(\varepsilon\) is the permittivity and \(e\) the elementary charge. Two such layers take 8.8 nm of a 20 nm film and cut its mean vacancy density to about \((20-8.8)/20=56\,\%\) of the neutral value. The peak field is \(2\Delta/(ew)=9\) MV/cm, above a rough breakdown field of a few MV/cm. The layer is therefore unlikely to survive in this simple form; interface charge or a redistribution of dopants may share the potential drop, which this estimate does not decide.

**Real devices.** Ferroelectric hafnia films are often near 10 nm thick, and Al-doped ones typically contain a few per cent of Al, so the example is thick and lightly doped. At 4 % Al, with the other settings held, the model gives four times the vacancies, \(5.6\times10^{20}\) cm\(^{-3}\), and lowers \(E_F\) by a further \(\tfrac12kT\ln4=0.05\) eV. The contact layers shrink to about 2.2 nm, but their nominal field doubles. In a 10 nm film at 1 % the two layers would fill nearly the whole thickness. Neutrality throughout the film is thus a doubtful assumption for thin devices. At a few per cent, interactions between defects also make a constant \(E_2\) doubtful.

**Temperature of use.** At 300 K the factor \(e^{1.0\,{\rm eV}/kT}\) would be \(6\times10^{16}\), but it does not describe the vacancy number if oxygen stopped exchanging with its surroundings during cooling. The anneal then sets that number. The slope of 2 still tells how the energy of forming a further doubly charged vacancy changes with \(E_F\), while the Fermi level is set by the frozen charges and by whatever traps can still exchange electrons.

The main values are in the numerical output below.

## Numbers as computed

```
Reservoir of 1200 levels, two fillings
  Fermi level fall: 0.5001 eV
  fall in cost of adding 2 electrons: 1.0002 eV
Box: 20000 O sites, vacancy energy 0.40 eV at E_F=0
  400 acceptors: vacancies by sum 65.17, by E_F formula 65.25
  1000 acceptors: vacancies by sum 276.56, by E_F formula 276.62
Hafnia film (rough values): T 873 K, kT 0.07523 eV
  gap 5.7 eV, masses e 1.0 h 2.0 m_e, eps_r 25
  cations 2.80e+22, O sites 5.60e+22 cm^-3
  N_c 1.246e+20, N_v 3.523e+20 cm^-3, mu_O -2.5 eV
  E_q for q=2,1,0: -0.5 2.8 6.5 eV
  cation fraction | E_F (eV) | E_f(2+) (eV) | [V2+] (cm^-3)
  0e+00 | 3.0719 | 3.1439 | 3.971e+04
  1e-06 | 2.0718 | 1.1436 | 1.400e+16
  1e-04 | 1.8986 | 0.7972 | 1.400e+18
  1e-02 | 1.7253 | 0.4505 | 1.400e+20
1 % doping: A 2.80e+20 cm^-3, E_F from limit formula 1.7254 eV
  holes 3.86e+10 cm^-3, [V+]/[V2+] 1.6e-09
  E_F fall per decade of acceptors 0.0867 eV
E_F higher by 0.5 eV: acceptors 4.735e+14 cm^-3
  acceptor ratio 5.914e+05, exp(1.0 eV/kT) 5.928e+05
Vacancies frozen: E_F -0.0036 eV, E_f(2+) -3.007 eV
  rise of E_F on compensation 1.729 eV
mu_O -1.5 eV: E_F 1.2253 eV, [V2+] 1.400e+20 cm^-3
mu_O 0.0 eV: E_F 0.4754 eV, [V2+] 1.397e+20 cm^-3
Neglected: acceptor level at 0.5 eV, frozen vacancies:
  E_F 0.311 eV, E_f(2+) -2.377 eV
  neutral acceptors once compensated 3.4e-07
  pair at 0.22 nm: binding 0.524 eV
  bound share of vacancies 0.957, E_F up 0.118 eV
  entropy of 3 k per vacancy: E_f down 0.226 eV, E_F up 0.113 eV
  contact E_F 3.7 eV: band bending 1.975 eV
  charged layer 4.41 nm at each face of a 20 nm film
  peak field there 8.95 MV/cm
  exp(1.0 eV/kT) at 300 K 6.30e+16
```
